# Solute trapping and surface segregation in dilute continuous growth

A crystal grows from a thin mobile layer on its surface. The mobile layer is well mixed and contains a small fraction $c$ of solute atoms; the rest is solvent. Growing crystal buries solute at a fraction $C$, and the interface partition coefficient is $k=C/c$. At equilibrium between crystal and mobile layer it has the value $k_e$. The problem is to find how $k$ depends on the growth speed $V$, and what this means for surface segregation.

The crystal is described as a set of columns with layer spacing $a$. Each column changes at random times, independently of its neighbours, by three kinds of event:

- **Attachment.** An atom from the mobile layer joins the column at rate $f$. The rate is the same for both species, so a solute atom attaches at rate $fc$.
- **Detachment.** The top atom returns to the mobile layer, at rate $b$ if it is solvent and $b_s$ if it is solute.
- **Exchange.** A solute atom at the top of the column changes places with a solvent atom of the mobile layer at rate $w$. The reverse exchange, which puts solute into the crystal, has rate $w_{\rm in}c$.

Atoms below the top of a column do not exchange. The temperature $T$ is fixed, and the speed is changed through $f$, while $b$, $w$ and $k_e$ stay constant. Terms of second order in the solute fractions are dropped. The algebra is in atomic units, with $T$ measured as an energy; the numerical example uses eV, angstrom and seconds.

## (a) Which rates does equilibrium fix?

**Question.** Express $w_{\rm in}$ and $b_s$ through $w$, $b$ and $k_e$.

**Solution.** At equilibrium each elementary process is balanced by its own reverse. Let $p$ be the probability that the top atom is solute. Balance of the exchange process reads

$$w_{\rm in}c(1-p)=wp(1-c).$$

To first order in the solute fractions this is $w_{\rm in}c=wp$. By definition $p=k_ec$ at equilibrium, so

$$w_{\rm in}=k_ew.$$

For detachment, consider a closed cycle: a solute atom attaches, it is exchanged for a solvent atom, and the solvent atom detaches. Crystal and mobile layer are then back in their initial states. The reverse cycle attaches a solvent atom, exchanges it for solute, and detaches the solute. Since no free energy is gained or lost around the cycle, the products of the rates in the two directions must agree:

$$(fc)\,w\,b=f\,(k_ewc)\,b_s .$$

Here the solvent attachment rate $f(1-c)$ and the factor $1-c$ in the outward exchange have been replaced by $f$ and $w$, as the dilute limit allows. Cancelling $fcw$ gives

$$b_s=\frac{b}{k_e}.$$

The rate $f$ has cancelled, so the relation also holds during growth. This relies on the driving force raising the attachment rates of both species by the same factor. A solute that prefers the mobile layer, $k_e<1$, detaches faster than the solvent.

The relation matters. If $b_s$ were set equal to $b$, the model would not approach $k_e$ at low speed. For $f=1.1$, $b=1$, $w=0.5$ and $k_e=0.2$, in units of a common rate, the numerical steady state has $k=0.214$ with the correct $b_s$ and $k=0.750$ with $b_s=b$.

## (b) What does the composition look like below the surface?

**Question.** Let $p_n$ be the probability that the atom $n$ layers below the top of a column is solute, with $n=0$ the top atom. Find the growth speed and the steady profile $p_n$.

**Solution.** A column gains one layer at rate $f$ and loses one at rate $b$, apart from corrections due to solute. Hence

$$V=a(f-b),\qquad f>b .$$

The mean detachment rate is really $b(1-p_0)+(b/k_e)p_0$. The correction to $b$ is small compared with the net rate $V/a$ if

$$b\left|\frac1{k_e}-1\right|p_0\ll \frac Va ,$$

which is part of what "dilute" means here. It is a stricter demand close to equilibrium, where the net rate is small.

For $n\ge1$ an attachment moves the atom at depth $n-1$ to depth $n$, and a detachment moves the atom at depth $n+1$ to depth $n$. Either event also removes the atom that was at depth $n$. Therefore

$$\frac{dp_n}{dt}=fp_{n-1}+bp_{n+1}-(f+b)p_n .$$

The detachment rate is that of solvent, because having solute both at the top and at depth $n$ is of second order. In the steady state the left side vanishes, and the terms can be grouped as

$$f(p_n-p_{n-1})=b(p_{n+1}-p_n).$$

With $d_n=p_n-p_{n-1}$ this becomes $d_{n+1}=(f/b)d_n$ for $b>0$. Since $f/b>1$, any nonzero $d_1$ would make the differences grow geometrically with depth, and $p_n$ would leave the range between 0 and 1. So $d_1=0$, and all later differences vanish too. For $b=0$ the equation gives $p_n=p_{n-1}$ directly. In both cases

$$p_0=p_1=p_2=\dots=C .$$

The steady profile is flat right up to the top atom. The enrichment or depletion connected with segregation lies in the step between the mobile layer and the crystal.

## (c) What is the partition coefficient at speed $V$?

**Question.** Write the balance for the top atom and obtain $k(V)$. Identify the one speed that sets the scale.

**Solution.** The top atom becomes solute when solute attaches, when solute is exchanged inward, or when a solvent atom detaches and uncovers solute. It ceases to be a top solute atom when it is covered, exchanged outward or detached. Thus

$$\frac{dp_0}{dt}=fc+k_ewc+bp_1-\left(f+w+\frac b{k_e}\right)p_0 .$$

In the steady state set $p_0=p_1=C$ and collect the terms in $C$:

$$C\left(f-b+w+\frac b{k_e}\right)=c\,(f+k_ew).$$

Dividing by $c$ and by the bracket gives

$$k=\frac{f+k_ew}{f-b+w+b/k_e}.$$

Now replace $f$ by $V/a+b$. The denominator is $V/a+w+b/k_e$. The numerator is

$$\frac Va+b+k_ew=\frac Va+k_e\left(w+\frac b{k_e}\right).$$

The same combination of rates appears in both. Multiplying numerator and denominator by $a$ and defining the diffusive speed

$$V_d=a\left(w+\frac b{k_e}\right),$$

we find

$$\boxed{k(V)=\frac{V+k_eV_d}{V+V_d}=\frac{k_e+V/V_d}{1+V/V_d}}$$

The speed $V_d$ is the layer spacing times the total rate at which a top solute atom escapes to the mobile layer, by exchange or by detachment. Detachment of solute is thus one more escape route, and $V$ remains the net growth speed, not the gross attachment speed $af$.

Multiplying out the result gives a flux balance:

$$VC=Vc+V_d(k_ec-C).$$

The left side is the solute flux buried. The first term on the right is the flux if the crystal simply took over the composition of the mobile layer. The second is the return towards equilibrium. For $k_e<1$ it is negative, since $C>k_ec$: solute tries to escape, but only part of it succeeds before burial.

The dilute law can be compared with a growing column simulated event by event at a finite fraction $c=0.02$, with $f=1$, $b=0.3$, $w=0.5$ and $k_e=0.2$. Here $V/a=0.7$ and $V_d/a=0.5+0.3/0.2=2$, so

$$k=\frac{0.7+0.2\times2}{0.7+2}=0.407 .$$

The simulation gives 0.409 from 12850 buried solute atoms. If these are counted as independent, the relative sampling error is about $1/\sqrt{12850}$, or 0.9 percent, which covers the difference. The finite fraction also shifts the expected value: solute detachment lowers the net rate to about 0.690 and the outward exchange rate is $w(1-c)=0.49$, which raises $k$ to 0.410, about 0.7 percent above the dilute law. The comparison therefore tests the law to about one percent.

## (d) In what sense does the coefficient approach unity?

**Question.** Find the slow and fast limits, and the speed at which $|1-k|$ has fallen to a given value $\epsilon$.

**Solution.** Subtract $k_e$ from the result:

$$k-k_e=\frac{k_e+V/V_d-k_e-k_eV/V_d}{1+V/V_d}=(1-k_e)\frac{V/V_d}{1+V/V_d}.$$

For $V\ll V_d$ this becomes $k\simeq k_e+(1-k_e)V/V_d$. The departure is linear in speed. Relative to $k_e$ it is $(1-k_e)V/(k_eV_d)$, so when $k_e$ is small the coefficient has already about doubled at $V\simeq k_eV_d$, far below the diffusive speed.

Subtracting the result from unity gives

$$1-k=\frac{1+V/V_d-k_e-V/V_d}{1+V/V_d}=\frac{1-k_e}{1+V/V_d}.$$

For $k_e<1$ the coefficient rises towards unity, and for $k_e>1$ it falls towards unity. At $V=V_d$ it is halfway, $k=(1+k_e)/2$. Unless $k_e=1$, unity is not reached at any finite speed; for $V\gg V_d$ the remaining difference is approximately $(1-k_e)V_d/V$.

Setting $|1-k|=\epsilon$, with $\epsilon<|1-k_e|$, and solving for the speed,

$$1+\frac{V}{V_d}=\frac{|1-k_e|}{\epsilon},\qquad V=V_d\left(\frac{|1-k_e|}{\epsilon}-1\right).$$

For $k_e<1$ the condition $V\gg V_d$ is enough to bring $k$ close to unity. For a solute that strongly prefers the crystal, $k_e\gg1$, it is not: $V$ must also be large compared with $k_eV_d$.

Trapping here means loss of selectivity. The crystal has no time to reject a solute it disfavours, or to collect one it favours.

## (e) Why is the law rational and not exponential?

**Question.** Take $b=0$. Follow an atom from attachment to burial, first for random advance and then for an advance in which each layer is exposed for the same time $a/V$.

**Solution.** Let $p(t)$ be the probability that a site is occupied by solute a time $t$ after it was filled and while it is still exposed. Attachment does not select, so $p(0)=c$. Exchange then gives

$$\frac{dp}{dt}=k_ewc-wp .$$

The stationary value is $k_ec$, and the deviation from it decays at rate $w$. With the initial value this gives

$$\frac{p(t)}c=k_e+(1-k_e)e^{-wt}.$$

In random advance the site is covered at the constant rate $f=V/a$, whatever its age. The exposure times therefore have density $fe^{-ft}$ and mean $1/f=a/V$. The buried composition is the average over them:

$$k=k_e+(1-k_e)\int_0^\infty fe^{-(f+w)t}\,dt=k_e+(1-k_e)\frac f{f+w}.$$

For $b=0$ the diffusive speed is $V_d=aw$, so $f/(f+w)=V/(V+V_d)$, and the law of part (c) is recovered.

If every site is exposed for the same time $a/V$, then $wt=wa/V=V_d/V$ and

$$k_{\rm fixed}=k_e+(1-k_e)e^{-V_d/V}.$$

At $V=V_d$ and $k_e=0.2$, random exposure gives $k=0.600$ and fixed exposure gives $0.2+0.8e^{-1}=0.494$. Both laws approach unity with the same leading difference, $(1-k_e)V_d/V$, because at high speed the mean exposure alone matters to first order. At low speed they differ strongly: the fixed-exposure law stays exponentially close to $k_e$, whereas random advance gives a linear departure. The linear term comes from sites that happen to be covered soon after they were filled.

This identifies what "continuous growth" assumes. It suits a rough surface on which sites advance independently. Where steps sweep the surface at regular intervals, the exposure times are more nearly equal, and the rational law should not be expected to hold.

## (f) What happens to surface segregation in a deposited film?

**Question.** Solvent and solute are deposited on the mobile layer with solute fraction $x$. There is no desorption, and the mobile layer keeps a constant number $h$ of atoms per column. Find the steady compositions, and the thickness over which the solute profile adjusts after the supply changes.

**Solution.** To keep $h$ constant, deposition must supply $V/a$ atoms per column and unit time, of which $xV/a$ are solute. The net solute flow from the mobile layer into the crystal is

$$J=(f+k_ew)c-\left(w+\frac b{k_e}\right)p_0 ,$$

so that $h\,dc/dt=xV/a-J$. In the steady state the top-atom balance of part (c) gives

$$J=fp_0-bp_1=(f-b)C=\frac{VC}a .$$

Setting $dc/dt=0$ then yields

$$C=x,\qquad c=\frac Ck=\frac xk .$$

The final crystal has the composition of the deposited flux at any growth speed. What trapping changes is the surface enrichment $c/x=1/k$. A partition coefficient near unity therefore does not mean that more solute ends up in a thick film; for $k_e<1$ it means that less is carried along on the surface than in slow growth. The dilute treatment requires $x/k\ll1$ as well as $x\ll1$, and the relation $V=a(f-b)$ needs in addition the condition of part (b), $b|1/k_e-1|x\ll V/a$.

For the example of part (c) with $h=1$ and $x=0.001$, the evolution from a clean start, followed in time numerically, ends with a crystal fraction of 0.001000 and a mobile-layer fraction of 0.002455. The latter is $0.001/0.4074$.

The approach to the steady state is simple when the top of the crystal follows the mobile layer without delay and the solute stored in the exposed crystal layers can be neglected beside that in the mobile layer. Then $p_0\simeq kc$ and $J\simeq Vkc/a$, and

$$h\frac{dc}{dt}=\frac Va(x-kc).$$

The thickness grown is $z=Vt$, so $d/dt=V\,d/dz$. Dividing by $V$ and multiplying by $a$,

$$ha\frac{dc}{dz}=x-kc .$$

Starting from a clean surface, the solute fraction $C=kc$ being buried after a mean thickness $z$ has grown is

$$C(z)=x\left(1-e^{-z/L}\right),\qquad L=\frac{ha}k .$$

If the solute supply is later shut off, $x=0$ and the fraction decays as $e^{-z/L}$. Under the conditions given below, segregation thus smears an intended sharp profile over the length $L$. The unequal heights of the columns blur the profile at a given depth further, which $L$ does not include. At fixed $h$, faster growth raises $k$ and shortens $L$ for $k_e<1$; for $k_e>1$ it lowers $k$ and lengthens $L$, but since then $k>1$, $L$ describes the profile only for a thick mobile layer, $h\gg k$. If the mobile layer holds more atoms during faster growth, $h$ rises as well, and for $k_e<1$ the length $L$ need not shorten.

To see when this is justified, take $b=0$ first. The top-atom balance then reads $J=fp_0+dp_0/dt$: the top layer itself stores solute. Even with $p_0=kc$ this turns the equation into $(h+k)\,dc/dt=(V/a)(x-kc)$, with length $a(h+k)/k$ in place of $L$, so $k\ll h$ is needed. As for the delay, the top atom responds at rate $f+w=(V+V_d)/a$, while the mobile layer changes at rate $kV/(ha)$. Their ratio is

$$\frac{kV/(ha)}{(V+V_d)/a}=\frac kh\,\frac V{V+V_d}<\frac kh .$$

So $k\ll h$ also makes the delay small, and it is the condition when there is no detachment. A small ratio alone is not enough: for $f=0.01$, $w=1$, $k_e=0.9$ and $h=1$ the ratio is 0.009, yet the decay length is $2.1a$ while $L=1.1a$. A single mobile layer meets $k\ll h$ when segregation is strong; near complete trapping it does not, and $L$ then underestimates the smearing.

With detachment there is a second condition. While the profile adjusts, successive layers differ in solute fraction by up to about $kx/h$. Detachment uncovers the older layer, which changes the solute flow by about $bkx/h$. This must be small compared with the supply $xV/a$, so that $V\gg abk/h$ is also needed. Very slow growth violates it, however strong the segregation. Both conditions appear in the mean delay, which the dilute equations give exactly. Integrate them over time after a shut-off, with $P_n=\int p_n\,dt$. The mobile layer gives $\int J\,dt=hx/k$. The depth equations give $b(P_{n+1}-P_n)-f(P_n-P_{n-1})=-x$, whose solution without geometric growth is $P_n-P_{n-1}=x/(f-b)$. The top atom gives $-x=hx/k+bP_1-fP_0$. Hence $VP_0/x=a\left[h/k+f/(f-b)\right]$, which reduces to $L$ when $kf/(f-b)\ll h$. For the example above with $h=1$ it is $3.9a$, while $L=2.5a$. The steady values $C=x$ and $c=x/k$ do not depend on this approximation.

## (g) What do the numbers look like?

**Question.** Take the round model parameters $T=0.060$ eV and $a=1.5$ angstrom. All thermally activated rates have the prefactor $10^{13}$ per second. The barriers are 1.80 eV for outward exchange and 2.10 eV for solvent detachment. Moving a solute atom from the mobile layer into the crystal, in exchange for solvent, costs 0.20 eV. Find $V_d$ and discuss $k$ for speeds from 0.01 to 100 angstrom per second.

**Solution.** With equal prefactors in both exchange directions, the equilibrium coefficient is a Boltzmann factor:

$$k_e=e^{-0.20/0.060}=0.0357 .$$

The rates, in units of one per second, are

$$w=10^{13}e^{-1.80/0.060}=0.936,\qquad b=10^{13}e^{-2.10/0.060}=0.0063 .$$

Solute detaches at $b/k_e=0.177$ per second, so

$$V_d=1.5\,(0.936+0.177)\ \text{angstrom/s}=1.67\ \text{angstrom/s},$$

or $7.63\times10^{-17}$ atomic units of speed. Solvent detachment is less than one percent of $w$, yet solute detachment supplies about 16 percent of $V_d$, because it is faster by the factor $1/k_e=28$.

At 1 angstrom per second, $V/V_d=0.599$ and

$$k=\frac{0.0357+0.599}{1+0.599}=0.397 .$$

The same calculation at the other speeds gives:

| $V$ (angstrom/s) | $k$ | $1/k$ |
|---|---|---|
| 0.01 | 0.041 | 24.1 |
| 0.1 | 0.090 | 11.1 |
| 1 | 0.397 | 2.52 |
| 10 | 0.862 | 1.16 |
| 100 | 0.984 | 1.02 |

At the lowest speed the surface enrichment is 24, somewhat below the equilibrium value 28. Attachment there occurs at $f=0.01/1.5+0.0063=0.0130$ per second, so nearly half of the attachments are undone by detachment. The law still applies with the net speed, since $V_d$ contains the detachment rate.

At 0.1 angstrom per second, only 6 percent of $V_d$, $k$ is already 2.5 times $k_e$. This is the early departure found in part (d) for small $k_e$. The approach to unity is slow by comparison. For $k=0.90$,

$$V=1.67\left(\frac{1-0.0357}{0.10}-1\right)\ \text{angstrom/s}=14.4\ \text{angstrom/s},$$

and for $k=0.99$ the speed is about 159 angstrom per second. Each further factor of ten in $1-k$ costs roughly a factor of ten in speed.

These speeds depend strongly on the barriers. Raising the exchange barrier by 0.060 eV, one unit of $T$, divides $w$ by $e$. Changing the temperature alters $w$, $b$ and $k_e$ together, so growth runs at different temperatures do not lie on one curve $k(V)$ with fixed parameters. The numerical output below lists the values with more digits.

## Values computed for the example and the checks

```
TESTS (rates in units of a common rate, spacing 1)
near equilibrium f=1.1 b=1 w=0.5 ke=0.2: k = 0.2143
same, solute detachment wrongly set to b: k = 0.7500
simulation inputs: f=1.0 b=0.3 w=0.5 ke=0.2 c=0.02
simulated k = 0.4092, buried solutes = 12850
dilute law for the simulation: k = 0.4074
V=Vd, ke=0.2, random exposure: k = 0.6000
V=Vd, ke=0.2, fixed exposure: k = 0.4943
fed film f=1.0 b=0.3 w=0.5 ke=0.2: feed fraction = 0.001000
fed film: crystal fraction = 0.001000
fed film: mobile-layer fraction = 0.002455
WORKED EXAMPLE
thermal energy = 0.060 eV
layer spacing = 1.50 angstrom
attempt rate = 1.0e+13 1/s
exchange barrier = 1.80 eV
solvent detachment barrier = 2.10 eV
segregation energy = 0.20 eV
equilibrium coefficient ke = 0.03567
solute exchange rate w = 0.9358 1/s
solvent detachment rate b = 0.006305 1/s
solute detachment rate b/ke = 0.1767 1/s
diffusive speed Vd = 1.6688 angstrom/s
diffusive speed Vd = 7.6279e-17 atomic units
V = 0.01 angstrom/s: k = 0.0414, surface enrichment 1/k = 24.144
V = 0.1 angstrom/s: k = 0.0902, surface enrichment 1/k = 11.087
V = 1 angstrom/s: k = 0.3970, surface enrichment 1/k = 2.519
V = 10 angstrom/s: k = 0.8621, surface enrichment 1/k = 1.160
V = 100 angstrom/s: k = 0.9842, surface enrichment 1/k = 1.016
speed at which k = 0.90: 14.42 angstrom/s
speed at which k = 0.99: 159.25 angstrom/s
```
